# Drain saturation of a long-channel transistor in weak inversion

**Question**

I have an exercise that says: show that a long-channel MOS transistor in weak inversion reaches 98 percent of its saturation current at a drain bias of about four thermal voltages, whatever the gate voltage.

I can't see how the gate voltage drops out. Above threshold, the drain bias needed for saturation grows with the gate voltage. I also tried writing the current as charge times mobility times a field $V_{DS}/L$, but that gives a current proportional to $V_{DS}$, which never saturates. What replaces this argument below threshold, and is "whatever the gate voltage" literally true?

**Answer**

The field $V_{DS}/L$ is the faulty step. In weak inversion almost none of the drain bias appears as an electric field along the channel. To see this, keep drift and diffusion together until the electrostatics tells you which one matters.

**Setting and signs**

Take an n-channel device with its source tied to the body. Let $y$ run along the channel from source ($0$) to drain ($L$), and let $x$ be depth. The potential $\psi$ is measured from the neutral body, and its surface value is $\psi_s$. The elementary charge is $e>0$, and $V_t=kT/e$.

Let $V(y)$ be the electron quasi-Fermi potential, with $V=0$ at the source and $V=V_{DS}$ at the drain. It is taken as constant over depth, because hardly any current flows in that direction. For non-degenerate electrons and acceptor doping $N_A$,

$$n=\frac{n_i^2}{N_A}\exp\!\left(\frac{\psi-V}{V_t}\right).$$

I also assume constant mobility $\mu$, no leakage, and a channel long enough that the vertical electrostatics at each $y$ is a one-dimensional problem. "Saturation current" means the limit of large $V_{DS}$ at fixed gate voltage.

**The current**

With $D=\mu V_t$, the electron current density along $y$ is

$$J=-e\mu n\frac{\partial\psi}{\partial y}+e\mu V_t\frac{\partial n}{\partial y}.$$

Differentiating the expression for $n$ gives

$$V_t\frac{\partial n}{\partial y}=n\left(\frac{\partial\psi}{\partial y}-\frac{dV}{dy}\right).$$

The two terms in $\partial\psi/\partial y$ cancel, leaving $J=-e\mu n\,dV/dy$. The minus sign says that conventional current flows from drain to source. Counting that direction as positive, and defining $Q=e\int n\,dx$ as the magnitude of the electron charge per area,

$$I_D=\mu WQ\frac{dV}{dy}.$$

In steady state without leakage, $I_D$ is the same at every $y$. Integrating from $0$ to $L$ therefore gives

$$I_D=\mu\frac{W}{L}\int_0^{V_{DS}}Q(V)\,dV. \tag{1}$$

Weak inversion has not been used yet. It enters through $Q(V)$.

**Why the surface potential stays flat**

Gauss's law at the gate insulator, with flat-band voltage $V_{FB}$, reads

$$C_{ox}(V_G-V_{FB}-\psi_s)=Q_{dep}(\psi_s)+Q. \tag{2}$$

To find $Q_{dep}$, note that holes and acceptors give a charge density $-eN_A[1-\exp(-\psi/V_t)]$. Multiplying Poisson's equation by $d\psi/dx$ and integrating from the neutral body, where the field vanishes, gives the surface field $F_s$:

$$F_s^2=\frac{2eN_A}{\varepsilon_s}\left[\psi_s-V_t+V_t\exp(-\psi_s/V_t)\right].$$

The last exponential is negligible here. Hence

$$Q_{dep}=\varepsilon_sF_s=\sqrt{2e\varepsilon_sN_A(\psi_s-V_t)},\qquad C_{dep}=\frac{dQ_{dep}}{d\psi_s}=\frac{e\varepsilon_sN_A}{Q_{dep}}.$$

Now suppose $Q$ is too small to matter in (2). Then (2) contains no $V$, so the gate voltage alone fixes $\psi_s$. The potential below the surface is fixed too, since it follows from $\psi_s$ and the doping. Moving along the channel changes $V$ but not $\psi(x)$, so the electron density at every depth carries the same factor:

$$Q(V)=Q_s\exp(-V/V_t), \tag{3}$$

where $Q_s$ is the charge at the source.

**The result**

Insert (3) into (1):

$$I_D=\mu\frac{W}{L}Q_s\Big[-V_t\exp(-V/V_t)\Big]_0^{V_{DS}}
=\mu\frac{W}{L}V_tQ_s\left[1-\exp(-V_{DS}/V_t)\right].$$

For large $V_{DS}$ the bracket tends to 1, so $I_{sat}=\mu(W/L)V_tQ_s$ and

$$\frac{I_D}{I_{sat}}=1-\exp(-V_{DS}/V_t).$$

The gate voltage sits entirely in $Q_s$, which has cancelled. Setting the ratio to 0.98 gives $\exp(-V_{DS}/V_t)=0.02$, that is

$$V_{98}=V_t\ln 50=3.91\,V_t.$$

At $4V_t$ the ratio is 98.2 percent.

Since $\psi_s$ is flat, the current is diffusion. From (3), $Q\,dV=-V_t\,dQ$, so $I_D=-\mu WV_t\,dQ/dy$. A constant current then means that $Q$ falls linearly from $Q_s$ to $Q_s\exp(-V_{DS}/V_t)$. The drain bias merely empties the drain end. At $V_{98}$, 2 percent of the source charge is left there, and this is the missing 2 percent of current. Once the drain end is nearly empty, more bias cannot make the gradient much steeper.

**Numbers for a silicon device**

Take rough silicon values: $N_A=10^{17}$ cm$^{-3}$, $n_i=10^{10}$ cm$^{-3}$, a 10 nm silicon dioxide insulator, $W=L=10$ µm, $\mu=400$ cm²/Vs and $T=300$ K. Then $V_t=25.85$ mV and $C_{ox}=3.453\times10^{-7}$ F/cm².

Define threshold as the gate voltage at which $\psi_s=2\phi_F$ at the source, with the electron charge included in the balance, where $\phi_F=V_t\ln(N_A/n_i)=0.417$ V. Set the gate 0.2 V below it. Solving the Poisson balance with the electrons included gives $\psi_s=0.686$ V, $C_{dep}=1.121\times10^{-7}$ F/cm² and $Q_s=9.98\times10^{-12}$ C/cm². With $W/L=1$,

$$I_{sat}=400\times0.02585\times9.98\times10^{-12}\ \text{A}\approx103\ \text{pA},$$

$$V_{98}=25.85\ \text{mV}\times3.912=101.1\ \text{mV}.$$

Integrating the numerically computed $Q(V)$, without assuming (3), also gives 103 pA and 101.1 mV. In that solution $\psi_s$ changes by only 21 µV between source and drain when $V_{DS}=V_{98}$.

**How far "whatever the gate voltage" goes**

First see what the gate does control. Differentiating (2) without $Q$ gives $C_{ox}(dV_G-d\psi_s)=C_{dep}\,d\psi_s$, so

$$\frac{d\psi_s}{dV_G}=\frac1n,\qquad n=1+\frac{C_{dep}}{C_{ox}}=1.32$$

in the example (this $n$ is a number, not the density). Since $Q_s$ grows nearly as $\exp(\psi_s/V_t)$, the saturation current grows nearly as $\exp[V_G/(nV_t)]$. From 0.3 to 0.2 V below threshold it rises 17-fold, while $V_{98}$ stays at $3.91V_t$.

Next, restore a small $Q$ in (2). At fixed gate voltage it lowers $\psi_s$ by $Q/(C_{ox}+C_{dep})=Q/(nC_{ox})$. Define

$$q=\frac{Q}{2nC_{ox}V_t},$$

so that the lowering is $2qV_t$. Neglecting the small accompanying change of the surface field, $Q\propto\exp(-V/V_t-2q)$, or

$$\frac{V}{V_t}=\text{const}-\ln q-2q,\qquad dV=-V_t\left(\frac1q+2\right)dq.$$

Let $q_s$ and $q_d$ be the source and drain values. Equation (1) becomes

$$I_D\propto\int_{q_d}^{q_s}(1+2q)\,dq=(q_s+q_s^2)-(q_d+q_d^2). \tag{4}$$

Saturation means $q_d\to0$. The 98 percent point therefore obeys

$$q_d+q_d^2=0.02(q_s+q_s^2),\qquad \frac{V_{98}}{V_t}=\ln\frac{q_s}{q_d}+2(q_s-q_d). \tag{5}$$

For small $q_s$, the first relation gives $q_d\approx0.02q_s(1+q_s-q_d)\approx0.02q_s(1+0.98q_s)$. The logarithm is then $\ln50-0.98q_s$, and the second term is $1.96q_s$. To first order,

$$\frac{V_{98}}{V_t}\approx\ln50+0.98\,q_s.$$

So the condition for the result is $q_s\ll1$: the electrons must shift the surface potential by much less than $V_t$. The full numerical solution gives:

| Gate minus threshold (V) | $I_{sat}$ (A) | $q_s$ | $V_{98}/V_t$ |
|---|---|---|---|
| −0.4 | $3.8\times10^{-13}$ | $1.5\times10^{-6}$ | 3.912 |
| −0.2 | $1.0\times10^{-10}$ | $4.2\times10^{-4}$ | 3.912 |
| −0.1 | $1.8\times10^{-9}$ | $7.5\times10^{-3}$ | 3.919 |
| 0 | $3.0\times10^{-8}$ | 0.11 | 4.03 |
| +0.1 | $2.8\times10^{-7}$ | 0.69 | 4.75 |
| +0.5 | $8.9\times10^{-6}$ | 5.6 | 12.8 |

At −0.1 V the computed shift from $\ln50$ is 0.0074, as is $0.98q_s$. The rule is still good to 3 percent at threshold, is off by more than 20 percent at +0.1 V and has failed completely by +0.5 V.

Your strong-inversion intuition is the opposite limit. For $q_s\gg1$, with $q_d$ large as well, the squares dominate (5). Then $q_d\approx\sqrt{0.02}\,q_s=0.14q_s$, and the leading term is

$$V_{98}\approx2(1-0.14)q_sV_t=0.86\,\frac{Q_s}{nC_{ox}},$$

which grows with the gate-induced charge. The coefficient belongs to the model (5), which keeps $n$ at its source value. In the device $C_{dep}$ falls towards the drain, so the coefficient is only approximate: for the example the full solution gives about 0.95 at 2 to 4 V above threshold. At $q_s=5.63$ this limit is not yet reached, but solving (5) as it stands gives $q_d=0.50$ and $V_{98}=12.7V_t$, within about 1 percent of the numerical value, although (5) was derived for small $q$.

The change of mechanism is visible too. Diffusion contributes $V_t(Q_s-Q_d)$ to the integral in (1), where $Q_d$ is the drain-end charge. Dividing by the whole integral gives a share $1/(1+q_s+q_d)$ in the model (4). Numerically, at $V_{DS}=V_{98}$, the share is 0.9996 at −0.2 V and 0.14 at +0.5 V.

There is a lower limit as well. With a rough carrier lifetime of 1 µs and a drain area of 50 µm², generation in the drain depletion region adds at most about 5 fA at $V_{98}$. This bound lets the whole region generate at the full rate, whereas at so small a bias only part of it does. The bound is negligible at −0.2 V and about 1 percent of $I_{sat}$ at −0.4 V. Since the channel current keeps falling steeply as the gate voltage is lowered, leakage eventually dominates the measured drain current.

**What a real device changes**

The doping and oxide are plausible for an older or analog silicon process, but 10 µm is far longer than the channels of modern digital transistors. Length is the assumption to watch. The drain depletion region widens with bias and shortens the channel. A rough one-sided junction estimate gives 68 nm at $V_{DS}=1$ V, or 0.7 percent of $L$. This small change matters because only 2 percent of the current is missing at $V_{98}$. If "saturation current" means the current at 1 V, the 98 percent point moves from 3.91 to about $4.2V_t$ (110 mV). At $L=1$ µm the same estimate would give 7 percent, more than the missing 2 percent, and the 98 percent point would no longer measure the exponential.

Interface traps can also stretch the drain scale. If their filling follows the electron quasi-Fermi level, their charge depends on $\psi_s-V$. With trap capacitance $C_{it}$ and fixed gate voltage, (2) gives

$$-C_{ox}\,d\psi_s=C_{dep}\,d\psi_s+C_{it}(d\psi_s-dV),$$

$$\frac{d\psi_s}{dV}=\frac{C_{it}}{C_{ox}+C_{dep}+C_{it}}.$$

The electron charge now falls with $V-\psi_s$, so $V_t$ in the drain factor is multiplied by

$$\left(1-\frac{d\psi_s}{dV}\right)^{-1}=1+\frac{C_{it}}{C_{ox}+C_{dep}}.$$

For $10^{11}$ traps per cm² and eV, a high density for a good silicon–oxide interface, this is an increase of 3.5 percent. The full solution with a uniform trap density gives 3.4 percent. The assumed filling holds only while the surface electron density stays well above $n_i$; at lower gate voltage the drain end falls below that, and the stretch shrinks to about 2.6 percent at −0.4 V and 1 percent at −0.5 V.

The 103 pA is less secure than the ratio. Quantum confinement at a (100) surface, where the lowest valleys have a mass of 0.92 electron masses across the interface, raises the lowest electron level by roughly 47 meV, more than $kT$ (about 65 to 70 meV on (110) and (111) surfaces). At the same surface potential it would cut $Q_s$, and with it the current, to roughly 40 percent of the value given here. In weak inversion the surface field is the same all along the channel, so that change is a common factor and cancels from $I_D/I_{sat}$.

Finally, within these limits the rule fixes $V_{98}$ in units of $V_t$, not in millivolts. With the gate kept 0.2 V below the threshold belonging to each temperature, $V_{98}$ is 84 mV at 250 K and 135 mV at 400 K. The remaining values are in the numerical output below.

## Calculated quantities

```
inputs: NA 1.0e+17 cm^-3, oxide 10 nm, T 300 K
inputs: W 10 um, L 10 um, mu 400 cm2/Vs
inputs: ni 1.0e+10 cm^-3, gap 1.12 eV
inputs: rel. permittivity 11.7 and 3.9
thermal voltage Vt = 25.852 mV
ln 50 = 3.9120;  Vt ln 50 = 101.13 mV
1 - exp(-4) = 0.98168
C_ox = 3.453e-07 F/cm2;  phi_F = 0.4167 V
threshold above flat band = 1.3150 V
example, overdrive -0.2 V:
 gate above flat band = 1.1150 V; psi_s = 0.6862 V
 C_dep = 1.121e-07 F/cm2;  n = 1.3246
 source charge Q_s = 9.984e-12 C/cm2; q_s = 4.22e-04
 I_sat = 103.29 pA
 V98 = 101.14 mV = 3.9124 Vt
 psi_s change source to drain at V98 = 20.95 uV
 diffusion share = 0.99957
 diffusion share, overdrive +0.5 V = 0.139
 (gate slope) x n Vt = 0.9710
 V_DS = 1 Vt: I/I_sat full 0.63202, law 0.63212
 V_DS = 2 Vt: I/I_sat full 0.86462, law 0.86466
 V_DS = 3 Vt: I/I_sat full 0.95019, law 0.95021
 V_DS = 4 Vt: I/I_sat full 0.98168, law 0.98168
 V_DS = 5 Vt: I/I_sat full 0.99326, law 0.99326
overdrive V | I_sat A | q_s | V98/Vt | V98 mV
 -0.4 | 3.758e-13 | 1.49e-06 | 3.9120 | 101.1
 -0.3 | 6.063e-12 | 2.44e-05 | 3.9120 | 101.1
 -0.2 | 1.033e-10 | 4.22e-04 | 3.9124 | 101.1
 -0.1 | 1.833e-09 | 7.53e-03 | 3.9194 | 101.3
 +0.0 | 3.047e-08 | 1.14e-01 | 4.0304 | 104.2
 +0.1 | 2.794e-07 | 6.94e-01 | 4.7547 | 122.9
 +0.5 | 8.866e-06 | 5.63e+00 | 12.8485 | 332.2
shift of V98/Vt at -0.1 V: full 0.00742, 0.98 q_s 0.00738
T = 250 K: V98 = 84.28 mV = 3.9121 Vt
T = 400 K: V98 = 134.92 mV = 3.9142 Vt
neglected effects, example device (rough sizes):
 channel shortening at 1 V = 68 nm = 0.68 % of L
 V98 against current at 1 V = 4.24 Vt = 109.7 mV
 finite velocity (1e+07 cm/s): fraction 1.0e-03
 traps 1e+11 /cm2eV: V98 up 3.43 %, formula 3.50 %
 leakage (lifetime 1 us, drain 50 um2) = 4.73 fA
 leakage/I_sat: 4.6e-05 at -0.2 V, 1.3e-02 at -0.4 V
 short-channel length 53 nm; exp(-L/2 length) = 1e-41
 degeneracy: surface density / 2.8e+19 cm^-3 = 1.2e-05
 confinement energy = 47 meV at surface field 0.143 MV/cm
 oxide field = 0.43 MV/cm; tunnelling factor exp(-128)
```
